# The Fundamental Gap from Frontier Eigenvalues and Energy Curvature, part 2

For the ion $\mathrm{PH_2^+}$, the fundamental gap from total energies differs widely from the gap between frontier orbital energies, even within one functional. The missing link is the curvature of the energy in the electron number.

$E(M)$ is the energy of one functional at electron number $M$, with fixed nuclei, and $N$ is the ion's own number. Energies are in eV. With ionization energy $I=E(N-1)-E(N)$ and electron affinity $A=E(N)-E(N+1)$,

$$I-A=E(N+1)+E(N-1)-2E(N). \tag{1}$$

For a smooth mean-field functional, the eigenvalue $\varepsilon_k$ of orbital $k$ is the derivative with respect to its occupation $f_k$:

$$\frac{\partial E}{\partial f_k}=\varepsilon_k . \tag{6}$$

So $dE/dM$ is the eigenvalue of the orbital being filled or emptied. At $N$ the HOMO and LUMO eigenvalues are $\varepsilon_H$ and $\varepsilon_L$. If $E$ is a parabola on each side of $N$, with second derivatives $C_-$ below and $C_+$ above,

$$I-A=(\varepsilon_L-\varepsilon_H)+\tfrac12(C_++C_-). \tag{8}$$

Let $\varepsilon(N+1)$ be the eigenvalue of the former LUMO once full, and $\varepsilon(N-1)$ that of the former HOMO once empty. Then

$$C_+=\varepsilon(N+1)-\varepsilon_L,\qquad C_-=\varepsilon_H-\varepsilon(N-1). \tag{9}$$

With (9), formula (8) amounts to the trapezoid rule for $\int\varepsilon\,dM$ on each side of $N$. It requires that the added electron be bound and that the same orbital be followed along each path.

In Hartree-Fock, the energy curve with frozen orbitals is straight. Relaxation then makes the curvature zero or negative, provided the self-consistent state is a minimum. For semilocal functionals the argument fixes no sign. They keep the Coulomb repulsion of the orbital density with itself,

$$J=\iint|\varphi(\mathbf r)|^2\,w\,|\varphi(\mathbf r')|^2,$$

where $\varphi$ is the frontier orbital and $w$ the Coulomb interaction.

### The ion computed

The ion has 16 electrons, here held in a closed shell. The geometry is bent, with a bond length of 1.42 Å and an angle of 93°. The added electron has spin up and the removed one spin down; exchanging the two spins leaves the closed shell and the energy functional unchanged, so either spin gives the same energies and this choice does not affect the gap. The basis is cc-pVTZ unless stated otherwise.

For PBE the frontier eigenvalues are $\varepsilon_H=-15.673$ eV and $\varepsilon_L=-13.850$ eV, so

$$\varepsilon_L-\varepsilon_H=-13.850+15.673=1.823\ \text{eV}.$$

With one electron added, the former LUMO has risen to $-5.997$ eV. With one removed, the former HOMO has fallen to $-24.143$ eV. From (9),

$$C_+=-5.997+13.850=7.853\ \text{eV},$$

$$C_-=-15.673+24.143=8.470\ \text{eV}.$$

Their mean is 8.162 eV, and the formula gives a gap of 9.984 eV. The total energies give $I=19.958$ eV and $A=9.970$ eV, hence a gap of 9.989 eV. The two routes differ by 0.005 eV, while the correction that joins them is more than 8 eV.

The same comparison for all three functionals, in eV, reads:

| | PBE | PBE0 | Hartree-Fock |
|---|---|---|---|
| eigenvalue gap | 1.823 | 4.230 | 11.302 |
| mean curvature | 8.162 | 5.725 | −1.709 |
| formula | 9.984 | 9.955 | 9.593 |
| total energies | 9.989 | 9.945 | 9.586 |

The Hartree-Fock curvatures are both negative, $-1.741$ eV above $N$ and $-1.678$ eV below, the sign that the relaxation argument suggests; the argument does not strictly force it here, because its condition of a minimum fails, as shown below. Those of PBE and PBE0 are positive. The eigenvalue gaps spread over about 9.5 eV, whereas the total-energy gaps spread over 0.4 eV. For this ion, most of the disagreement between the three eigenvalue gaps is a disagreement about curvature.

Two conditions from the derivation can be confirmed. The added electron is bound: its eigenvalue at $N+1$ is $-5.997$, $-7.225$ and $-10.240$ eV for PBE, PBE0 and Hartree-Fock. The frontier orbitals also keep their identity, since the smallest overlap between a frontier orbital at $N$ and its continuation along the path is 0.996.

A third condition fails: the closed-shell state at $N$ is not always the lowest mean-field solution. The triplet lies higher at this geometry, but a state in which the two spins occupy different mixtures of HOMO and LUMO lies lower. In Hartree-Fock it is 0.144 eV below the closed shell, with $\langle S^2\rangle=0.44$, and measured from it the total-energy gap would be 9.873 eV instead of 9.586 eV. For PBE0 in cc-pVDZ the lowering is 0.006 eV, which raises the gap by about 0.012 eV; for PBE it is below 0.001 eV. Relations (6) and (8) need only a stationary state, so the table is consistent, but it describes the closed-shell branch, and most of the 0.4 eV spread of the total-energy gaps comes from the unstable Hartree-Fock value.

### When the curve is not quite a parabola

The small residuals call for the next generalization. Let the curvature vary with $x$. Two integrations of the second derivative give

$$E(N+1)=E(N)+\varepsilon_L+\int_0^1(1-x)\,E''(N+x)\,dx .$$

To verify this, integrate by parts: the integral equals $[(1-x)E'(N+x)]_0^1+\int_0^1E'(N+x)\,dx$, which is $-\varepsilon_L+E(N+1)-E(N)$. The corresponding expression below $N$ has $-\varepsilon_H$ and $E''(N-x)$. Adding the two and using (1),

$$I-A=\varepsilon_L-\varepsilon_H+\int_0^1(1-x)\,[E''(N+x)+E''(N-x)]\,dx .$$

Curvature close to $N$ counts more than curvature far away. For constant curvatures the weight integrates to $\frac12$ and (8) returns.

The simplest departure is a constant third derivative, $D_+$ above $N$ and $D_-$ below. Above $N$, let $c$ be the curvature at the integer itself. The eigenvalue is then

$$\varepsilon(N+x)=\varepsilon_L+cx+\tfrac12D_+x^2 .$$

Its integral over one electron is $\varepsilon_L+\frac12c+\frac16D_+$. The mean of its end values is $\varepsilon_L+\frac12c+\frac14D_+$. Since $\frac16-\frac14=-\frac1{12}$,

$$E(N+1)-E(N)=\tfrac12[\varepsilon_L+\varepsilon(N+1)]-\tfrac1{12}D_+ .$$

The interval below $N$ obeys the same rule with $D_-$, because it too is integrated in the direction of increasing $M$. The gap is the upper difference minus the lower one, so

$$(I-A)-(I-A)_{\rm formula}=\tfrac1{12}(D_--D_+). \tag{10}$$

Equal third derivatives cancel. An energy with one common cubic term on both sides therefore still obeys (8), if the curvatures are taken from (9).

One more eigenvalue, at half an electron, determines $D$. It is $\varepsilon_{1/2}=\varepsilon_L+\frac12c+\frac18D_+$, and so

$$\varepsilon_L-2\varepsilon_{1/2}+\varepsilon(N+1)=\tfrac12D_+-\tfrac14D_+=\tfrac14D_+ .$$

Multiplying by four gives $D_+$. Using it to correct the trapezoid rule gives

$$E(N+1)-E(N)=\tfrac16[\varepsilon_L+4\varepsilon_{1/2}+\varepsilon(N+1)],$$

which is Simpson's rule.

For PBE this three-point estimate gives $D_+=0.522$ eV and $D_-=0.614$ eV. These are effective values for a whole electron, not the third derivative at each point. The corrections to $A$ and $I$ are about 0.04 and 0.05 eV, but (10) leaves only $(0.614-0.522)/12=0.008$ eV in the gap. The actual residual is 0.005 eV. For PBE0 the prediction is $-0.007$ eV and the residual $-0.010$ eV; for Hartree-Fock both are $-0.007$ eV. Simpson's rule reproduces each $I$ and $A$ to 0.002 eV or better, which accounts for the remaining differences of a few meV. For PBE, PBE0 and Hartree-Fock alike, the gap formula works better here than its separate halves because the errors of the two trapezoid rules nearly cancel.

If the curvatures are instead measured at the integer itself, and the third derivatives are constant, the cancellation survives but the error changes. The expressions for $E(N+1)-E(N)$ and $E(N-1)-E(N)$ then lack the terms $\frac16D_+$ and $-\frac16D_-$. By (1) these two differences add up to the gap, so the residual is $(D_+-D_-)/6$: twice as large as (10) and of opposite sign. The ion does not meet the condition of constant third derivatives. For PBE in the cc-pVDZ basis, a quartic through the eigenvalues at steps of a quarter electron has a third derivative that varies strongly on each side of $N$. Curvatures taken from it at the integer leave a residual of about $0.2$ eV, where the constant-derivative rule predicts $-0.02$ eV. The differences over a whole electron in (9) are therefore the safer choice here.

### What the gap is worth

Equation (8) connects two numbers of the same functional. It does not say that either is right. A CCSD(T) calculation in the cc-pVDZ basis, with the phosphorus core frozen, gives a gap of 10.374 eV. PBE0 total energies in that basis give 9.966 eV, which is 0.41 eV or about 4% below the CCSD(T) value. CCSD(T) is itself approximate, and correlated energies usually change more with the basis than those of a density functional. Second-order perturbation theory (MP2) gives an estimate: its gap rises by about 0.04 eV from cc-pVDZ to cc-pVTZ. CCSD(T) itself was not run in a larger basis, so the difference of 0.41 eV still mixes the error of the functional with the basis error of the reference.

The PBE0 gap moves by $-0.021$ eV from cc-pVDZ to cc-pVTZ. Its parts move more, the eigenvalue gap by $+0.055$ eV and the mean curvature by $-0.075$ eV. A finer integration grid, applied to the same densities, shifts the PBE0 gap by 0.0001 eV. Diffuse functions matter more: going from cc-pVTZ to aug-cc-pVTZ moves the PBE gap by $-0.009$ eV, its eigenvalue gap by $+0.003$ eV and its mean curvature by $-0.026$ eV. The difference between the two sides of (8) then grows from 0.005 to 0.019 eV. The last decimals in the table therefore belong to the chosen basis and grid, and agreement to a few meV should not be expected in every basis.

Zero mean curvature makes the eigenvalue gap equal to the total-energy gap. PBE0 differs from PBE by replacing a quarter of the PBE exchange with orbital exchange, and this lowers the mean curvature by $8.162-5.725=2.437$ eV. If the decrease stayed linear, the curvature would vanish at a fraction $0.25\times8.162/2.437\approx0.84$. That is an extrapolation for this ion, with PBE correlation kept and no calculation made at that fraction. Even there the condition would secure agreement between two gaps, not agreement with nature. The two curvatures could also cancel in the mean while each remained nonzero, and then $-\varepsilon_H$ and $-\varepsilon_L$ would still miss $I$ and $A$.

### The limit of a large system

Spread the frontier orbital over a region of size $L$, with density $L^{-3}g(\mathbf r/L)$. Substituting $\mathbf r=L\mathbf s$ in the Coulomb integral $J$ gives two volume factors $L^3$, which cancel the two factors $L^{-3}$, and one factor $1/L$ from the interaction. Hence $J\propto1/L$. A local exchange-correlation term involves the square of the density at one point and scales as $L^{-6}L^3=L^{-3}$, if its coefficient stays finite. In a simple dielectric picture, relaxation screens $J$ and leaves a positive fraction of it. All these contributions vanish as $L$ grows.

Within this estimate, a semilocal functional applied to a large crystal with delocalized band edges has no curvature left to add. Its total-energy gap falls onto its eigenvalue gap, and any error of the eigenvalue gap is then shared by both. The large correction found for the small ion cannot be carried over to a bulk semiconductor. A localized defect state keeps a finite $L$ and can keep a finite curvature.

### The model beside the real ion

The bond length and angle are rough typical values for a free $\mathrm{PH_2^+}$ ion, and the gas phase of a plasma is the setting in which an isolated ion is a reasonable model. A real ion does not keep its nuclei fixed when its charge changes. When the angle of the doubly charged ion is opened from 93° to 120° at fixed bond length, its PBE0 energy falls by 0.585 eV in the cc-pVDZ basis and by 0.572 eV in cc-pVTZ. Full relaxation from the starting geometry releases at least that much within the same functional and basis. A slow removal of the electron therefore ends in a dication that lies at least 0.57 eV below the one used in the vertical gap; relaxation after electron capture was not computed. Once the ion reaches the wafer, the polarization of the solid and new chemical bonds change the problem, and the 10 eV gap of the free ion is not a property of phosphorus in silicon. The numerical output below lists the main values; the shifts with diffuse functions, the residual from curvatures at the integer, the spin-broken energies, the MP2 basis shift and the cc-pVTZ value for the opened angle come from separate runs.

## Table of computed values

```
PH2+ ion: bond 1.42 angstrom, angle 93 deg, N = 16 electrons
Main basis cc-pVTZ: 62 functions; cc-pVDZ: 28 functions
cc-pVTZ, all in eV                                PBE     PBE0       HF
HOMO eigenvalue at N                          -15.673  -16.911  -19.801
LUMO eigenvalue at N                          -13.850  -12.681   -8.499
eigenvalue gap                                  1.823    4.230   11.302
same LUMO level at N+1/2                       -9.989  -10.038   -9.307
same LUMO level at N+1                         -5.997   -7.225  -10.240
same HOMO level at N-1/2                      -19.985  -19.982  -18.889
same HOMO level at N-1                        -24.143  -22.905  -18.123
curvature C_plus                                7.853    5.456   -1.741
curvature C_minus                               8.470    5.994   -1.678
mean curvature                                  8.162    5.725   -1.709
gap from formula                                9.984    9.955    9.593
I from total energies                          19.958   19.957   18.914
A from total energies                           9.970   10.012    9.328
gap from total energies                         9.989    9.945    9.586
total-energy gap minus formula                  0.005   -0.010   -0.007
third derivative, N to N+1                      0.522    0.682   -0.495
third derivative, N-1 to N                      0.614    0.594   -0.582
residual predicted from third derivatives       0.008   -0.007   -0.007
largest Simpson error in I or A                 0.002    0.002    0.000
smallest frontier-orbital overlap (no unit)     0.996    0.999    0.998
PBE0, cc-pVDZ, slopes from total energies:
  slope above N -12.719 eV, LUMO -12.717 eV
  slope below N -16.892 eV, HOMO -16.892 eV
PBE0 shifts from cc-pVDZ to cc-pVTZ:
  total-energy gap -0.021 eV
  eigenvalue gap   +0.055 eV
  mean curvature   -0.075 eV
PBE0 gap shift on finer integration grid +0.0001 eV
PBE0 total-energy gap, cc-pVDZ  9.966 eV
CCSD(T) gap, cc-pVDZ            10.374 eV
PBE0 minus CCSD(T) gap          -0.409 eV
Dication energy change, angle 93 to 120 deg (PBE0, cc-pVDZ) -0.585 eV
```
